# Ambipolar Diffusion of Oxygen Vacancies and Electrons in an Oxide

An oxide film contains mobile oxygen vacancies of charge $+ze$, with $z=2$ for a vacancy that has given up both its electrons, and mobile conduction electrons of charge $-e$. Their number densities are $c$ and $n$. An immobile, uniform background contributes a charge density $eB$, where $B$ is the density of ionized donors minus that of ionized acceptors. Vacancies are not counted in $B$.

Both carriers are dilute and unassociated. The electrons are non-degenerate, holes are negligible, the temperature is uniform, and oxygen enters or leaves through the surfaces alone. The problem is to find how fast a non-uniform vacancy profile spreads when the two species must move together.

## (a) Flux laws and the constraint

**Write the particle fluxes of both carriers, and state what local electroneutrality does and does not impose.**

For dilute carriers the electrochemical potentials are

$$\tilde\mu_v=\mu_v^0+kT\ln c+ze\phi,\qquad \tilde\mu_n=\mu_n^0+kT\ln n-e\phi .$$

Assume that each species is driven by its own potential gradient, without cross terms, and that the Einstein relation holds. Then $J_v=-(D_vc/kT)\nabla\tilde\mu_v$, and likewise for electrons. With $V_T=kT/e$ and the reduced potential gradient $f=\nabla\phi/V_T$,

$$J_v=-D_v(\nabla c+zcf),\qquad J_n=-D_n(\nabla n-nf).$$

The electric field is $E=-V_Tf$. A field along $+x$ therefore pushes vacancies along $+x$ and electrons along $-x$, as it should.

Local electroneutrality reads

$$n=zc+B\quad\Rightarrow\quad \nabla n=z\nabla c ,$$

the second relation holding because $B$ is uniform. It does not say that $\nabla^2\phi=0$. Poisson's equation is

$$\nabla\cdot f=-K(zc+B-n),\qquad K=\frac{e}{\varepsilon V_T},$$

where $\varepsilon$ is the permittivity. When $K$ is large, a net charge that is negligible beside $zc$ still supports the field needed to couple the carriers. The field is therefore found from the condition on the current, and Poisson's equation afterwards gives the small charge.

## (b) The coupled flux at open circuit

**No electric current flows. Find the internal field and the chemical diffusion coefficient $D_{\rm chem}$ defined by $J_v=-D_{\rm chem}\nabla c$.**

The current density $i$ obeys $i/e=zJ_v-J_n$. Inserting the fluxes and $\nabla n=z\nabla c$,

$$\frac ie=-zD_v\nabla c-z^2cD_vf+zD_n\nabla c-nD_nf
=z(D_n-D_v)\nabla c-Sf,$$

$$S=z^2cD_v+nD_n .$$

The conductivity is $\sigma=eS/V_T$. Setting $i=0$ gives

$$f=\frac{z(D_n-D_v)}{S}\nabla c .$$

If $D_n>D_v$, the potential rises towards high $c$, so the field points down the vacancy gradient. It assists the vacancies and holds back the electrons. Substitution into $J_v$ gives

$$J_v=-D_v\nabla c\;\frac{S+z^2c(D_n-D_v)}{S}.$$

In the numerator, $z^2cD_v$ from $S$ cancels $-z^2cD_v$, leaving $D_n(n+z^2c)$. Hence

$$\boxed{D_{\rm chem}=\frac{D_vD_n\,(n+z^2c)}{nD_n+z^2cD_v}}$$

The electron flux is $J_n=zJ_v$: each vacancy travels with $z$ electrons. In terms of oxygen atoms the flux is $-J_v$.

## (c) Bounds, limits and the role of doping

**Show that $D_{\rm chem}$ lies between $D_v$ and $D_n$, and examine undoped, donor-rich and acceptor-compensated material.**

Inverting the result and dividing each term by $D_vD_n$,

$$\frac1{D_{\rm chem}}=\frac{n}{n+z^2c}\,\frac1{D_v}+\frac{z^2c}{n+z^2c}\,\frac1{D_n}.$$

The weights are positive and add to one, so $1/D_{\rm chem}$ lies between $1/D_v$ and $1/D_n$. Coupling speeds up the slower species and slows the faster.

**No background.** With $B=0$, $n=zc$ and $n+z^2c=zc(1+z)$. The factor $zc$ cancels:

$$D_{\rm chem}=\frac{(1+z)D_vD_n}{D_n+zD_v}\;\longrightarrow\;(1+z)D_v\quad(D_n\gg zD_v).$$

For $z=2$ the limit is $3D_v$. One part comes from the vacancies' own gradient. The other two come from drift, since then $f\to z\nabla c/n=\nabla c/c$ and $zcf\to2\nabla c$. The coefficient is independent of $c$, so the diffusion equation is linear even for large profiles.

**Background present.** If electrons dominate conduction, $nD_n\gg z^2cD_v$, then

$$D_{\rm chem}\simeq D_v\left(1+\frac{z^2c}{n}\right).$$

In donor-rich material, $n\gg z^2c$, this tends to $D_v$: a small potential gradient suffices to hold the plentiful electrons in place. In acceptor-compensated material $n$ is smaller than $zc$, a larger field is needed, and $D_{\rm chem}$ can far exceed $3D_v$. It then depends on $c$, so continuity must be used as $\partial_tc=\nabla\cdot(D_{\rm chem}\nabla c)$, with the coefficient inside the divergence.

## (d) A current through the film

**Let a uniform current density $i$ flow in one dimension. How does the vacancy equation change?**

The current balance of part (b) now gives $f=[z(D_n-D_v)\partial_xc-i/e]/S$. The extra term in $J_v$ is $+zcD_vi/(eS)$, so

$$J_v=-D_{\rm chem}\partial_xc+\frac{t_v\,i}{ze},\qquad t_v=\frac{z^2cD_v}{S},$$

where $t_v$ is the vacancy share of the conductivity. Since $i$ does not depend on $x$, continuity becomes

$$\partial_tc=\partial_x(D_{\rm chem}\partial_xc)-w\,\partial_xc,\qquad w=\frac{i}{ze}\frac{dt_v}{dc}.$$

Along the neutral line $dn/dc=z$, and therefore

$$\frac{dt_v}{dc}=\frac{z^2D_v[S-c(z^2D_v+zD_n)]}{S^2}
=\frac{z^2D_vD_n(n-zc)}{S^2}=\frac{z^2D_vD_nB}{S^2}.$$

The drift velocity is $w=zD_vD_nB\,i/(eS^2)$. A weak disturbance moves with the current for a donor background and against it for an acceptor background. For $B=0$ it does not drift.

The current can still act through the boundaries. At an electrode that blocks vacancies, $J_v=0$ requires $D_{\rm chem}\partial_xc=t_vi/(ze)$. Take $B=0$, $z=2$, fast electrons, and write $E_\Omega=i/\sigma$ for the ohmic field. Then $t_vi/(ze)=2cD_vE_\Omega/V_T$, and the condition becomes

$$\partial_x\ln c=\frac{2E_\Omega}{3V_T}.$$

In a steady state with both electrodes blocking, this holds throughout the film. An ohmic voltage of order $V_T$ already produces a large redistribution.

## (e) When may neutrality be imposed?

**Restore Poisson's equation and find the decay rates of a weak disturbance of wavenumber $q$ about a uniform state without current.**

Let $\delta c$ and $\delta n$ vary as $\cos qx$. Poisson's equation gives $\nabla\cdot f=-K(z\delta c-\delta n)$. To first order, continuity gives

$$\partial_t\delta c=-D_v[q^2\delta c+zcK(z\delta c-\delta n)],$$
$$\partial_t\delta n=-D_n[q^2\delta n-nK(z\delta c-\delta n)].$$

For solutions $e^{-st}$, the two rates have sum and product

$$s_++s_-=q^2(D_v+D_n)+KS,$$
$$s_+s_-=D_vD_n[(q^2+z^2cK)(q^2+nK)-z^2cnK^2]=D_vD_nq^2\left(q^2+\frac1{\lambda^2}\right),$$

where the screening length is defined by $1/\lambda^2=K(n+z^2c)$. If $q^2\lambda^2\ll1$, $q^2(D_v+D_n)\ll KS$ and $s_-\ll s_+$, then

$$s_+\simeq KS,\qquad s_-\simeq\frac{D_vD_nq^2}{KS\lambda^2}=q^2D_{\rm chem}.$$

The fast mode removes net charge; the slow mode is ambipolar diffusion. For very fast electrons the second condition becomes $q^2\ll Kn$, so the electrons alone must screen well.

For $z=2$, $B=0$ and $D_n\gg D_v$, we have $Kn=1/(3\lambda^2)$. Keeping the finite screening length in the sum and product,

$$s_-\simeq3D_vq^2\,\frac{1+q^2\lambda^2}{1+3q^2\lambda^2}.$$

For $q\lambda\gg1$ this tends to $D_vq^2$: the coupling is lost.

A test beyond weak disturbances solved both flux laws with Poisson's equation, imposing neutrality on the initial state alone. It used $z=2$, $B=0$, $D_n/D_v=20$, walls closed to both carriers, $\lambda/L=0.005$ and an initial cosine of 50 % amplitude, where $L$ is the thickness. The decay gave $D_{\rm chem}/D_v=2.7255$, against $3\times20/22=2.7273$ from the formula.

A second run had $B=-1.2$ times the mean vacancy density and a 20 % amplitude. After one decay time, $L^2/(\pi^2D_{\rm chem})$ with the coefficient taken at the mean density, the largest deviation across the film from the diffusion equation with $D_{\rm chem}(c)$ was 0.04 % of the initial amplitude. A constant coefficient, taken at the mean density, missed by 1.3 % at that time, and by about 3 % near a quarter of it.

## (f) A heated resistive-memory film

**Estimate the relaxation of a 10 % cosine profile in a 500 nm film at 500 K, at open circuit and with electrodes closed to oxygen. Then assess the neglected effects.**

The inputs are rough typical values in the regime of reduced strontium titanate: $c=10^{18}$ cm$^{-3}$, $B=0$, hence $n=2\times10^{18}$ cm$^{-3}$; vacancy diffusion prefactor $5\times10^{-3}$ cm²/s and barrier 0.6 eV; electron mobility 1 cm²/Vs; relative permittivity 170.

With $V_T=0.0431$ V,

$$D_v=5\times10^{-3}e^{-0.6/0.0431}\simeq4.5\times10^{-9}\ {\rm cm^2/s},$$
$$D_n=1\times0.0431=0.0431\ {\rm cm^2/s}.$$

The ratio $D_n/D_v$ is about $10^7$, so $D_{\rm chem}=3D_v=1.34\times10^{-8}$ cm²/s. The electron mobility would have to fall to $2\times10^{-7}$ cm²/Vs, where $D_n=2D_v$, to halve this result.

At closed walls $\partial_xc=0$, which the cosine with $q=\pi/L$ satisfies. Its relaxation time is

$$\tau=\frac{L^2}{\pi^2D_{\rm chem}}=\frac{(5\times10^{-5})^2}{9.87\times1.34\times10^{-8}}\ {\rm s}\simeq19\ {\rm ms}.$$

Using $D_v$ alone would give 57 ms. The peak internal field is about 270 V/cm, or $2.7\times10^{-4}$ MV/cm. To first order in the profile's amplitude, the charge supporting it is at most $8\times10^{-4}$ of the vacancy charge.

With the densities and electron mobility held fixed and the same barrier, $\tau$ becomes about 5 s at 358 K and 200 s at 300 K. Thermal activation of $D_v$ sets this change.

**Doping at fixed $c$.** For $B=10^{19}$ cm$^{-3}$, $D_{\rm chem}/D_v=1.33$. For $B=-1.9\times10^{18}$ cm$^{-3}$, $n=10^{17}$ cm$^{-3}$ and the ratio is 41. That value needs care. A 10 % vacancy profile would demand electron changes of $\pm2\times10^{17}$ cm$^{-3}$, more than $n$ itself, so the value applies to much weaker profiles. Also $q^2/(Kn)\simeq0.16$, and part (e) then lowers the film's decay rate by about 13 % from the neutral estimate if the walls pass no electrons. Contacts that hold $n$ fixed at the surface lower it far more: each stores an extra $(z^2c/n)\lambda\,\delta c$ of vacancies, by the argument given below, and here $40\lambda\simeq400$ nm is comparable with $L$.

**Neglected effects, for $B=0$.** The screening length is 8.2 nm and $q^2\lambda^2=0.0027$, which slows the decay by 0.5 % if the walls pass no electrons and carry no field, so that the cosine of part (e) is the true mode. A metal contact that exchanges electrons and holds $n$ at its surface value gives a larger correction. There $\delta\phi$ returns to zero over a layer of width $\lambda$, while $\delta c/c+2\delta\phi/V_T$, equal to $3\delta c/c$ in the neutral region, stays nearly constant across the layer. Each contact thus stores an extra $2\lambda\,\delta c$ of vacancies per unit area, and the film acts as if its thickness were $L+4\lambda$. The rate falls by the factor $(500/533)^2\simeq0.88$ and $\tau$ rises to about 21 ms. Three further corrections follow from one argument. Fast electrons keep $\tilde\mu_n$ nearly flat, so $e\nabla\phi=\nabla\mu_n$ and the vacancies are driven by $\nabla(\mu_v+2\mu_n)$, where $\mu_v$ and $\mu_n$ are the chemical parts.

- *Degeneracy.* Let $\Theta=d(\mu_n/kT)/d\ln n$. Then $D_{\rm chem}=D_v(1+2\Theta)$. For a rough density-of-states mass of $4m_e$, $D_{\rm chem}$ rises by 0.1 %.
- *Carrier interactions.* The Debye–Hückel law gives $\ln\gamma_j=-z_j^2\ell_B/(2\lambda)$ for the activity coefficient of species $j$, with Bjerrum length $\ell_B=0.197$ nm. Adding $\ln\gamma_v+2\ln\gamma_n$, differentiating with $\lambda\propto c^{-1/2}$ and dividing by 3 gives a relative change $-\ell_B/(2\lambda)=-1.2\,\%$. This is the thermodynamic part; changes in mobility are not included.
- *Association.* Let vacancies bind one electron with a rough energy of 0.05 eV. Two spin states give a bound-to-free ratio $r=2(n/N_c)e^{0.05/0.0431}\simeq0.03$, with band density of states $N_c=4.3\times10^{20}$ cm$^{-3}$. If both charge states have diffusivity $D_v$ and stay in local equilibrium, the coefficient for all vacancies together falls by 1.9 %. The binding energy is uncertain and enters exponentially. At the same total vacancy density, 0.1, 0.2 and 0.3 eV lower the coefficient by about 5 %, 21 % and 32 % at 500 K, towards $2D_v$, the value of $(1+z)D_v$ for singly charged vacancies. At 300 K, 0.05 eV already lowers it by 7 %.

**The real device.** The inputs describe a thick, weakly reduced film at a temperature that Joule heating can reach. Many resistive memories are nearer 10 nm thick. At the same densities and 500 K, $q^2\lambda^2$ would then be 6.7, and the formula of part (e), which applies to walls that pass no electrons, gives an effective coefficient of about $1.1D_v$ instead of $3D_v$; contacts that hold $n$ fixed bring it still closer to $D_v$. Electrodes that deplete the film also break neutrality near the contacts, an effect not estimated here. Switching applies voltages of order a volt, whereas part (d) shows that an ohmic drop of about 6 mV already sustains a 10 % vacancy difference across the film. The open-circuit result therefore describes relaxation with no voltage applied, not the pulse itself. The 19 ms also requires the film to be held at 500 K, for instance on a hot stage. Joule heating ends with the pulse, and for a rough thermal diffusivity of 0.03 cm²/s heat crosses 500 nm in about 0.1 µs. On a cool, heat-conducting substrate the film therefore cools long before the vacancies relax, and the remaining relaxation is set by the surrounding temperature. Where the oxygen deficiency reaches per cents of the sites, instead of the $2\times10^{-5}$ here, the dilute laws of part (a) no longer apply.

The numerical output below lists the values used.

## Computed results

```
TESTS
largest relative error, linear modes: 5.0e-07
test Dn/Dv: 20; test screening length/L: 0.005
D_chem/Dv formula, no background: 2.7273
D_chem/Dv from full simulation:   2.7255
profile error / initial amplitude: 0.031 %
internal field error: 0.078 %
acceptor run, error with D_chem(c): 0.040 %
acceptor run, error with constant D: 1.338 %
EXAMPLE INPUTS (rough)
temperature: 500 K; film thickness: 500 nm
vacancies: 1.0e+18 cm^-3; electrons: 2.0e+18 cm^-3
prefactor: 5.0e-03 cm2/s; barrier: 0.6 eV
electron mobility: 1.0 cm2/Vs; permittivity: 170
density-of-states mass: 4.0 m_e; gap: 3.2 eV
lattice constant: 0.39 nm; amplitude: 10 %
EXAMPLE RESULTS
thermal voltage: 0.04309 V
Dv: 4.480e-09 cm2/s
Dn: 4.309e-02 cm2/s; Dn/Dv: 9.62e+06
D_chem: 1.344e-08 cm2/s; D_chem/Dv: 3.00000
vacancy transference number: 2.08e-07
relaxation time: 18.85 ms
time if Dv were used: 56.55 ms
peak internal field: 272.1 V/cm = 2.72e-04 MV/cm
mobility that halves D_chem: 2.08e-07 cm2/Vs
B=-1.9e+18, n=1.0e+17 cm^-3: D_chem/Dv=41.000
B=1.0e+19, n=1.2e+19 cm^-3: D_chem/Dv=1.333
300 K: D_chem=1.249e-12 cm2/s, time=203 s
358 K: D_chem=5.365e-11 cm2/s, time=4.72 s
NEGLECTED EFFECTS
screening length: 8.21 nm; (q lam)^2: 0.00266
charge relaxation time: 46.60 ps
rate change, finite screening: -0.528 %
net charge / vacancy charge: 7.99e-04
band density of states: 4.32e+20 cm^-3; n/Nc: 0.00463
D_chem change, degeneracy: 0.109 %
Bjerrum length: 0.197 nm
D_chem change, Debye-Hueckel: -1.20 %
binding 0.05 eV: bound/free vacancies = 0.0296
D_chem change, binding: -1.87 %
vacant oxygen-site fraction: 1.98e-05
hop field energy / kT: 1.74e-04
hole density: 5.2e-10 cm^-3
```
